# The Static Bethe-Salpeter Hamiltonian and Its Singlet and Triplet Kernels, part 1

(Sections cited here and not found follow in the second part.)

## The electron-hole equation

An electron and a hole each carry spin one half, so the spin part of an electron-hole amplitude has four components. They can be arranged as a $2\times2$ matrix $R$, whose row is the spin of the orbital that receives the electron and whose column is the spin of the orbital that loses it. Every such matrix can be written

$$
R=s\,\mathbf 1+\mathbf t\cdot\boldsymbol\sigma ,
$$

with one number $s$, a three-component vector $\mathbf t$ and the Pauli matrices $\boldsymbol\sigma$. A rotation of all spins by a unitary matrix $u$ changes $R$ into $uRu^\dagger$. It leaves $s$ alone and rotates $\mathbf t$.

Suppose that the ground state and the interactions have no preferred spin direction. The interaction kernel, a linear map $\mathcal K$ acting on $R$, must then commute with every spin rotation. The unit matrix is unchanged by all rotations, so $\mathcal K(\mathbf 1)$ must be unchanged too and is a multiple of $\mathbf 1$. The matrix $\sigma_z$ is unchanged by rotations about $z$, so $\mathcal K(\sigma_z)=c\,\mathbf 1+\beta\sigma_z$. A half turn about $x$ reverses $\sigma_z$ but not $\mathbf 1$, which forces $c=0$. Rotating $z$ into the other axes shows that $\beta$ is the same for all three Pauli matrices. The kernel therefore contains two independent quantities, which may be written as

$$
\mathcal K(R)=\alpha\,(\operatorname{Tr}R)\,\mathbf 1+\beta R .
$$

Since $\operatorname{Tr}\mathbf 1=2$ and $\operatorname{Tr}\boldsymbol\sigma=0$, the scalar $s$ feels $2\alpha+\beta$ and each component of $\mathbf t$ feels $\beta$. Symmetry has fixed the separation into two channels and the threefold degeneracy. The factor two is $\operatorname{Tr}\mathbf 1$, and it acquires content once one term of the kernel is shown to act through the trace alone. Symmetry cannot say what $\alpha$ and $\beta$ are. With a statically screened self-energy they turn out to be $\alpha=v$, the bare Coulomb interaction, and $\beta=-W$, the screened interaction with a minus sign. In orbital space both are matrices, and the derivation must supply their indices.

Set $\hbar=1$ and let $x=(\mathbf r,\sigma)$ combine position and spin. A number such as 1 stands for $(x_1,t_1)$. The time-ordered one-particle Green function and the one-particle density matrix are

$$
G(1,2)=-i\langle T\,\psi(1)\psi^\dagger(2)\rangle,\qquad
\rho(x,x';t)=\langle\psi^\dagger(x't)\psi(xt)\rangle .
$$

If the second time is infinitesimally later than the first, time ordering puts $\psi^\dagger$ on the left and costs one fermion sign. Thus $G(xt,x't^+)=i\rho(x,x';t)$, or

$$
\rho(x,x';t)=-iG(xt,x't^+).
$$

In a set of orthonormal spin orbitals $\phi_p(x)$ this becomes $\rho(x,x')=\sum_{pq}\phi_p(x)\rho_{pq}\phi_q^*(x')$, with $\rho_{pq}=\langle c_q^\dagger c_p\rangle$.

To find the excitations, add a weak one-body source $U(x,x';t)$, which may be nonlocal in space and spin. The first-order change of the density matrix has poles at the excitation energies $E_N$ of those states that a one-body operator can reach from the ground state. The time-ordered response contains the denominators $\omega-E_N+i\eta$ and $\omega+E_N-i\eta$, where $\eta$ is a positive infinitesimal. The causal response has $+i\eta$ in both. The two prescriptions place the poles at the same real energies, so the time-ordered formalism is sufficient here.

The self-energy $\Sigma$ is defined by the Dyson equation. With $h$ the kinetic energy plus the nuclear potential, and $V_H$ the Hartree potential,

$$
G^{-1}=i\partial_t-h-U-V_H-\Sigma .
$$

Varying $GG^{-1}=1$ gives $(\delta G)G^{-1}+G\,\delta G^{-1}=0$. Multiplication by $G$ from the right, together with $\delta G^{-1}=-(\delta U+\delta V_H+\delta\Sigma)$, yields

$$
\delta G=-G\,(\delta G^{-1})\,G
=G(\delta U+\delta V_H+\delta\Sigma)G .
$$

This is the Bethe-Salpeter equation in the form of a linear response. The source disturbs $G$, and the disturbance changes the potentials in which the particles move. No approximation has been made yet. The approximations enter through $\Sigma$.

The first is the $GW$ self-energy, $\Sigma(1,2)=iG(1,2)W(1,2)$, in which exchange takes place through the screened interaction. Split $W$ into $v$ and the polarization part $W_p=W-v$. The bare part is instantaneous. It acts with the operator order of the Coulomb Hamiltonian, which means that the second time in $G$ is $t^+$. Its contribution is $i(i\rho)v=-v\rho$, the Fock exchange.

The polarization part has a memory. For a system with screening modes of energy $\Omega_m>0$ and real coupling functions $w_m(\mathbf r)$, its time dependence is

$$
W_p(\mathbf r,\mathbf r';\tau)=-i\sum_m w_m(\mathbf r)w_m(\mathbf r')e^{-i\Omega_m|\tau|},
\qquad
W_p(\omega=0)=-2\sum_m\frac{w_mw_m}{\Omega_m}.
$$

The second expression follows because each half of the time axis contributes $-i\int_0^\infty e^{-i\Omega_m\tau}d\tau=-1/\Omega_m$, with the usual convergence factor. The static approximation replaces this even function of $\tau$ by its time integral multiplied by $\delta(\tau)$. Since $G$ jumps at equal times, the two sides enter with equal weight. For $t^+$ one has $G=i\rho$. For $t^-$ the operators stand in the other order and $G=-i(\delta(x-x')-\rho)$. The mean is $i\rho-\tfrac i2\delta(x-x')$. Multiplying by $iW_p$ and adding the Fock term gives

$$
\Sigma(x,x')=-W(\mathbf r,\mathbf r')\rho(x,x')
+\tfrac12W_p(\mathbf r,\mathbf r)\,\delta(x-x').
$$

This is the COHSEX self-energy. The first term is screened exchange. The second, the Coulomb hole, is half the potential that a charge induces at its own position.

The next approximation is to hold $W$ fixed when $G$ varies. The Coulomb-hole term then does not vary, and

$$
\delta\Sigma(x,x';t)=-W(\mathbf r,\mathbf r')\,\delta\rho(x,x';t).
$$

Dropping $\delta W/\delta G$ leaves out the change of the screening caused by the excitation itself. It is part of the definition of the present kernel, and no small parameter has been shown to control it in general.

The Hartree potential requires no such approximation, because $V_H(\mathbf r)=\int v(\mathbf r,\mathbf r')\rho(x',x')dx'$ is linear in the density. Its variation contains bare $v$. Screening of the density response will arise when the equation is solved and this term acts repeatedly. Putting $W$ there as well would count that screening twice.

For matrix elements define

$$
(pq|v|rs)=\iint\phi_p^*(x)\phi_q(x)\,v(\mathbf r,\mathbf r')\,
\phi_r^*(x')\phi_s(x')\,dx\,dx',
$$

and likewise with $W$. Each side of the bar is a charge distribution. Inserting the expansion of $\delta\rho$ in the two potentials gives

$$
\delta V_{H,pq}=\sum_{rs}(pq|v|sr)\,\delta\rho_{rs},\qquad
\delta\Sigma_{pq}=-\sum_{rs}(pr|W|sq)\,\delta\rho_{rs}.
$$

In the Hartree term, $\phi_r(x')\phi_s^*(x')$ stands at one point and forms the distribution $sr$. In the exchange term, $\phi_r$ stands at $x$ beside $\phi_p^*$, while $\phi_s^*$ stands at $x'$ beside $\phi_q$. This difference in index order is what will separate the spin channels.

Both potentials are now instantaneous and depend on $\delta\rho$ at the same time. Write their sum with the source as $F(t)=U(t)+\delta V_H(t)+\delta\Sigma(t)$. The response equation needs $\delta G$ at equal times only. Assume that the unperturbed $G$ is diagonal in the orbitals and has a sharp pole of unit weight for each:

$$
G_p(\nu)=\frac{1}{\nu-\varepsilon_p+i\eta s_p},\qquad
s_p=\begin{cases}+1,&p\ \text{empty}\\-1,&p\ \text{occupied.}\end{cases}
$$

The energies $\varepsilon_p$ are quasiparticle energies. For a disturbance $F\,e^{-i\omega t}$, the time integral in $\delta G=GFG$ fixes the difference of the two internal frequencies at $\omega$. Therefore

$$
\delta\rho_{pq}=F_{pq}\,L_{pq}(\omega),\qquad
L_{pq}(\omega)=-i\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,G_p(\omega+\nu)G_q(\nu).
$$

Let $i,j$ denote occupied orbitals and $a,b$ empty ones. For $p=a$, $q=i$, the pole of $G_i(\nu)$ is at $\varepsilon_i+i\eta$, above the real axis, while that of $G_a(\omega+\nu)$ is below it. The integrand falls as $\nu^{-2}$, so the contour may be closed above. The factor $-i/(2\pi)$ cancels the $2\pi i$ of the residue theorem, leaving

$$
L_{ai}(\omega)=\frac{1}{\omega-(\varepsilon_a-\varepsilon_i)+2i\eta}.
$$

For $p=i$, $q=a$, the upper pole belongs to $G_i(\omega+\nu)$ and lies at $\nu=\varepsilon_i-\omega+i\eta$. Evaluating $G_a$ there gives

$$
L_{ia}(\omega)=\frac{1}{\varepsilon_i-\omega-\varepsilon_a+2i\eta}
=-\frac{1}{\omega+(\varepsilon_a-\varepsilon_i)-2i\eta}.
$$

For two occupied or two empty orbitals, both poles lie on the same side of the axis. Closing the contour on the other side gives zero. With occupations $f_p=1$ or 0, all cases are contained in

$$
(\omega-\varepsilon_p+\varepsilon_q)\,\delta\rho_{pq}
=(f_q-f_p)F_{pq}
$$

for the occupied-empty blocks, and $\delta\rho_{pq}=0$ for the others.

An excitation is a solution that persists without a source. Put $U=0$ and name the two surviving blocks $X_{ai}=\delta\rho_{ai}$ and $Y_{ia}=\delta\rho_{ia}$. The first block obeys

$$
\begin{aligned}
(\omega-\varepsilon_a+\varepsilon_i)X_{ai}
={}&\sum_{bj}\big[(ai|v|jb)-(ab|W|ji)\big]X_{bj}\\
&+\sum_{jb}\big[(ai|v|bj)-(aj|W|bi)\big]Y_{jb}.
\end{aligned}
$$

Moving the orbital energies to the right defines

$$
\begin{aligned}
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+(ai|v|jb)-(ab|W|ji),\\
B_{ai,jb}&=(ai|v|bj)-(aj|W|bi).
\end{aligned}
$$

For the second block $f_a-f_i=-1$, so the kernel enters with the opposite sign:

$$
\begin{aligned}
(\omega+\varepsilon_a-\varepsilon_i)Y_{ia}
={}&-\sum_{jb}\big[(ia|v|bj)-(ij|W|ba)\big]Y_{jb}\\
&-\sum_{bj}\big[(ia|v|jb)-(ib|W|ja)\big]X_{bj}.
\end{aligned}
$$

Complex conjugation reverses the order inside each distribution, $(pq|v|rs)^*=(qp|v|sr)$, and the two distributions may be exchanged because the static interactions are symmetric. The brackets are therefore the interaction part of $A^*$ and the matrix $B^*$. Together,

$$
\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}
\begin{pmatrix}X\\Y\end{pmatrix}
=\omega\begin{pmatrix}X\\Y\end{pmatrix}.
$$

The same two rules show that $A$ is Hermitian. The Tamm-Dancoff approximation sets $B=0$ and leaves $AX=\omega X$. In this approximation $A$ is an electron-hole Hamiltonian, with state vector $\sum_{ai}X_{ai}c_a^\dagger c_i|0\rangle$. Its term $-(ab|W|ji)$ scatters the electron from $b$ to $a$ and the hole from $j$ to $i$; it is their screened attraction. The term $(ai|v|jb)$ removes one pair and creates another through the Coulomb interaction of their transition densities. The matrix $B$ couples the creation of pairs to their removal.

The static limit also needs a condition. In second-order perturbation theory, let the pair exchange one screening quantum of energy $\Omega$. Its electron couples with $+w$ and its hole with $-w$. Either particle may emit first, which gives for the scattering from $(b,j)$ to $(a,i)$

$$
-w_{ab}w_{ji}\left[
\frac1{E-(\varepsilon_a-\varepsilon_j)-\Omega}
+\frac1{E-(\varepsilon_b-\varepsilon_i)-\Omega}\right].
$$

If the detunings $E-(\varepsilon_a-\varepsilon_j)$ and $E-(\varepsilon_b-\varepsilon_i)$ are small beside $\Omega$, the sum becomes $2w_{ab}w_{ji}/\Omega$. This is the required $-W_p$. A tightly bound exciton, far below its free pairs, can violate this condition. The expression, however, treats the intermediate pair as free. If the same bound pair persists while the quantum is present, its binding energy cancels from the denominators, and they reduce to $-\Omega$. The condition is therefore sufficient within this expression, but not necessary.

With a static $W$ held fixed as $G$ varies, the electron-hole equation has become an eigenvalue problem whose kernel contains the bare $v$ from the Hartree potential and $-W$ from screened exchange. It remains to separate this kernel into its spin channels and to apply it to a molecule, water.
